**Muggianu, Kohler and Toop extrapolations tested from plane geometry**

For binaries $G_{ij}=X_iX_j[L0_{ij}+L1_{ij}(X_i-X_j)]$, the three models coincide at every composition if all $L1_{ij}=0$. At the equiatomic point of subregular binaries, Muggianu and Kohler agree, and Toop with special component $a$ differs from them by $-S_a/27$, where $S_a=\sum_{j\neq a}L1_{aj}$. Here $X_i$ are mole fractions on a binary edge, $L0$ is symmetric and $L1$ antisymmetric. The program finds each edge point by projection or by intersecting lines in the composition triangle, and asserts that the resulting energies match the closed formulas at 40 random compositions. It also asserts the coincidence for a random-mixing pair energy, the difference $S_i/18$ between Kohler and Muggianu partial energies at the equiatomic point by finite differences, and the relation to a triplet-energy model. In the example, Muggianu and Kohler give −2400 J/mol at the equiatomic point, while Toop gives −2900, −1967 or −2333 J/mol, depending on the special component. When components 2 and 3 are identical, Toop with special component 1 returns the true binary energy of −4667 J/mol, and the other two models give −4000 J/mol.

## Verification by program

```python
"""Ternary extrapolation of binary excess Gibbs energies.

Result under test: for binaries G_ij = X_i X_j [L0_ij + L1_ij (X_i - X_j)]
the Muggianu, Kohler and Toop models coincide everywhere if all L1 = 0.
At x = (1/3, 1/3, 1/3) Muggianu and Kohler agree, Toop with special
component a differs from them by -S_a/27, and the partial excess energies
of Kohler and Muggianu differ by S_i/18, where S_i = sum_j L1_ij.

Symbols: x = ternary mole fractions, X_i = mole fraction on a binary edge,
L0 symmetric and L1 antisymmetric parameter matrices (J/mol).
The models are built from plane geometry in the Gibbs triangle and are
compared with the closed formulas. Indices 0, 1, 2 are components 1, 2, 3.
"""
from itertools import permutations
import numpy as np
from scipy.constants import N_A, e as electron_charge

PAIRS = [(0, 1), (0, 2), (1, 2)]
CORNERS = np.array([[0.0, 0.0], [1.0, 0.0], [0.5, np.sqrt(3) / 2]])
rng = np.random.default_rng(7)
POINTS = rng.dirichlet([2, 2, 2], size=40)
CENTRE = np.ones(3) / 3
MODELS = ["Muggianu", "Kohler", "Toop"]


def edge_fraction(model, x, i, j, a):
    """X_i of the point on edge i-j assigned to x, by plane geometry."""
    k = 3 - i - j
    p = x @ CORNERS
    edge = CORNERS[i] - CORNERS[j]
    if model == "Muggianu":            # foot of the perpendicular
        return (p - CORNERS[j]) @ edge / (edge @ edge)
    if model == "Toop" and a in (i, j):  # line of constant x_a
        other = j if i == a else i
        direction = CORNERS[other] - CORNERS[k]
    else:                              # line through the third corner
        direction = p - CORNERS[k]
    matrix = np.column_stack([edge, -direction])
    return np.linalg.solve(matrix, p - CORNERS[j])[0]


def extrapolate(model, x, binary, a=0):
    total = 0.0
    for i, j in PAIRS:
        t = edge_fraction(model, x, i, j, a)
        total += x[i] * x[j] / (t * (1 - t)) * binary[i, j](t)
    return total


def subregular(L0, L1):
    return {(i, j): (lambda t, i=i, j=j:
                     t * (1 - t) * (L0[i, j] + L1[i, j] * (2 * t - 1)))
            for i, j in PAIRS}


def binaries_of(energy):
    """Binary edges of a ternary energy function."""
    def on_edge(i, j):
        def value(t):
            x = np.zeros(3)
            x[i], x[j] = t, 1 - t
            return energy(x)
        return value
    return {(i, j): on_edge(i, j) for i, j in PAIRS}


def closed_form(model, x, L0, L1, a=0):
    total = 0.0
    for i, j in PAIRS:
        if model == "Muggianu":
            xi = x[i] - x[j]
        elif model == "Toop" and i == a:
            xi = 2 * x[i] - 1
        elif model == "Toop" and j == a:
            xi = 1 - 2 * x[j]
        else:
            xi = (x[i] - x[j]) / (x[i] + x[j])
        total += x[i] * x[j] * (L0[i, j] + L1[i, j] * xi)
    return total


def parameter_matrices(even, odd):
    L0, L1 = np.zeros((3, 3)), np.zeros((3, 3))
    for (i, j), u, v in zip(PAIRS, even, odd):
        L0[i, j] = L0[j, i] = u
        L1[i, j], L1[j, i] = v, -v
    return L0, L1


def ratio(x, i, j):
    return (x[i] - x[j]) / (x[i] + x[j])


def close(u, v, tol=1e-9):
    return abs(u - v) <= tol * (1 + abs(v))


def partials(model, binary, x, h=1e-4):
    """Partial excess energies d(N g)/dN_i by central differences."""
    def extensive(n):
        return n.sum() * extrapolate(model, n / n.sum(), binary)
    return np.array([(extensive(x + h * d) - extensive(x - h * d)) / (2 * h)
                     for d in np.eye(3)])


def symmetric_triplets(values):
    tensor = np.zeros((3, 3, 3))
    for index, value in values.items():
        for q in set(permutations(index)):
            tensor[q] = value
    return tensor


def triplet_energy(tensor):
    pure = np.array([tensor[i, i, i] for i in range(3)])
    return lambda x: np.einsum("ijk,i,j,k", tensor, x, x, x) - pure @ x


# ---- parameters of the worked example, J/mol
L0, L1 = parameter_matrices([-18000, -9000, 5400], [9000, 4500, -2700])
binary = subregular(L0, L1)
S = L1.sum(axis=1)
sum_L0 = sum(L0[p] for p in PAIRS)

# ---- geometry: share of the third component, closed forms, differences
for x in POINTS:
    product = x.prod()
    for i, j in PAIRS:
        k = 3 - i - j
        share = {m: (edge_fraction(m, x, i, j, 0) - x[i]) / x[k]
                 for m in MODELS}
        assert close(share["Muggianu"], 0.5)
        assert close(share["Kohler"], x[i] / (x[i] + x[j]))
        assert close(share["Toop"], 0.0 if i == 0 else x[i] / (x[i] + x[j]))
    g_m = extrapolate("Muggianu", x, binary)
    g_k = extrapolate("Kohler", x, binary)
    kohler_gap = product * sum(L1[p] * ratio(x, *p) for p in PAIRS)
    assert close(g_m, closed_form("Muggianu", x, L0, L1))
    assert close(g_k, closed_form("Kohler", x, L0, L1))
    assert abs(g_k - g_m - kohler_gap) < 1e-6
    for a in range(3):
        j, k = [c for c in range(3) if c != a]
        g_t = extrapolate("Toop", x, binary, a)
        toop_gap = product * (-S[a] + L1[j, k] * ratio(x, j, k))
        assert close(g_t, closed_form("Toop", x, L0, L1, a))
        assert abs(g_t - g_m - toop_gap) < 1e-6

# ---- regular case: binaries taken from a random-mixing pair energy
pair = rng.normal(size=(3, 3))
pair = pair + pair.T


def pair_energy(x):
    return x @ pair @ x - np.diag(pair) @ x


pair_binaries = binaries_of(pair_energy)
for x in POINTS:
    for a in range(3):
        for m in MODELS:
            assert close(extrapolate(m, x, pair_binaries, a), pair_energy(x))

# ---- necessity: 1, r12, r13, r23 are linearly independent functions
samples = np.array([[1.0] + [ratio(x, *p) for p in PAIRS] for x in POINTS])
singular = np.linalg.svd(samples, compute_uv=False)
assert singular[-1] / singular[0] > 1e-3
# Toop can equal Muggianu for binaries that are not regular
special = subregular(*parameter_matrices([1, 2, 3], [4, -4, 0]))
for x in POINTS:
    assert close(extrapolate("Toop", x, special),
                 extrapolate("Muggianu", x, special))

# ---- components 2 and 3 identical: only Toop returns the binary
twin = {(0, 1): binary[0, 1], (0, 2): binary[0, 1], (1, 2): lambda t: 0.0}
for x in POINTS:
    assert close(extrapolate("Toop", x, twin), binary[0, 1](x[0]))
twin_values = {m: extrapolate(m, CENTRE, twin) for m in MODELS}
assert abs(twin_values["Muggianu"] - twin_values["Toop"]) > 1
assert abs(twin_values["Kohler"] - twin_values["Toop"]) > 1

# ---- equiatomic point
G_M = extrapolate("Muggianu", CENTRE, binary)
G_K = extrapolate("Kohler", CENTRE, binary)
G_T = np.array([extrapolate("Toop", CENTRE, binary, a) for a in range(3)])
assert close(G_M, sum_L0 / 9) and close(G_K, G_M)
assert np.allclose(G_T - G_M, -S / 27, atol=1e-6)
assert close(G_T.mean(), G_M)
odd_shape = {p: (lambda t, c=c: t * (1 - t) * np.exp(c * t))
             for p, c in zip(PAIRS, [1.3, -0.7, 2.1])}
assert close(extrapolate("Muggianu", CENTRE, odd_shape),
             extrapolate("Kohler", CENTRE, odd_shape))
mu_M = partials("Muggianu", binary, CENTRE)
mu_K = partials("Kohler", binary, CENTRE)
assert np.allclose(mu_K - mu_M, S / 18, atol=1e-2)

# ---- random mixing with triplet energies, pure energies not zero
raw = {(i, j, k): rng.normal() for i in range(3)
       for j in range(i, 3) for k in range(j, 3)}
tensor = symmetric_triplets(raw)
pure = np.array([tensor[i, i, i] for i in range(3)])
reduced = tensor - (pure[:, None, None] + pure[None, :, None]
                    + pure[None, None, :]) / 3
T0, T1 = parameter_matrices(
    [1.5 * (reduced[i, i, j] + reduced[i, j, j]) for i, j in PAIRS],
    [1.5 * (reduced[i, i, j] - reduced[i, j, j]) for i, j in PAIRS])
energy = triplet_energy(tensor)
edges, fitted = binaries_of(energy), subregular(T0, T1)
for x in POINTS:
    for p in PAIRS:
        assert close(edges[p](x[0]), fitted[p](x[0]))
    excess = x.prod() * (6 * reduced[0, 1, 2] - sum(T0[p] for p in PAIRS))
    assert close(energy(x), extrapolate("Muggianu", x, edges) + excess)

# a triplet model for which Toop (special component 1) is exact
A0, A1 = parameter_matrices([2.0, -1.0, 0.6], [0.9, 0.4, 0.0])
values = {(0, 1, 2): (sum(A0[p] for p in PAIRS) - A1[0].sum()) / 6}
for i, j in PAIRS:
    values[i, i, j] = (A0[i, j] + A1[i, j]) / 3
    values[i, j, j] = (A0[i, j] - A1[i, j]) / 3
toop_world = triplet_energy(symmetric_triplets(values))
for x in POINTS:
    assert close(extrapolate("Toop", x, binaries_of(toop_world)),
                 toop_world(x))

# ---- triplet energies of the worked example; e_123 implied at the centre
example = {}
for i, j in PAIRS:
    example[i, i, j] = (L0[i, j] + L1[i, j]) / 3
    example[i, j, j] = (L0[i, j] - L1[i, j]) / 3
without_123 = triplet_energy(symmetric_triplets(example))(CENTRE)
unit_123 = triplet_energy(symmetric_triplets({(0, 1, 2): 1.0}))(CENTRE)
e123_M = (G_M - without_123) / unit_123
e123_T = (G_T - without_123) / unit_123
assert close(e123_M, sum_L0 / 6)
assert np.allclose(e123_T, (sum_L0 - S) / 6, atol=1e-6)

# ---- printed numbers
to_meV = 1000 / (N_A * electron_charge)
for i, j in PAIRS:
    print(f"input {i+1}-{j+1}: L0 = {L0[i, j]:.0f}, L1 = {L1[i, j]:.0f} J/mol")
print("S_1, S_2, S_3 =", ", ".join(f"{s:.0f}" for s in S), "J/mol")
print("Equiatomic point (Toop: special component 1)")
for m in MODELS:
    for i, j in PAIRS:
        t = edge_fraction(m, CENTRE, i, j, 0)
        w = CENTRE[i] * CENTRE[j] / (t * (1 - t))
        print(f"{m} edge {i+1}-{j+1}: X_{i+1} = {t:.4f}, weight = {w:.4f},"
              f" G_edge = {binary[i, j](t):.2f} J/mol")
print(f"G Muggianu = {G_M:.2f} J/mol = {G_M*to_meV:.3f} meV/atom")
print(f"G Kohler = {G_K:.2f} J/mol")
for a in range(3):
    gap = G_T[a] - G_M
    print(f"G Toop, special {a+1} = {G_T[a]:.2f} J/mol; minus Muggianu"
          f" = {gap:.2f} J/mol = {gap*to_meV:.3f} meV/atom")
print(f"mean of the three Toop values = {G_T.mean():.2f} J/mol")
for i in range(3):
    print(f"partial excess energy {i+1}: Muggianu {mu_M[i]:.2f}, Kohler"
          f" {mu_K[i]:.2f}, difference {mu_K[i]-mu_M[i]:.2f} J/mol")
print("Components 2 and 3 identical (both as 2), equiatomic point")
print(f"true binary energy at x_1 = 1/3: {binary[0, 1](1/3):.2f} J/mol")
for m in MODELS:
    print(f"{m}: {twin_values[m]:.2f} J/mol")
print("Triplet energies e_ijk of the example")
for index, value in example.items():
    print("e_" + "".join(str(c + 1) for c in index), f"= {value:.0f} J/mol")
print(f"e_123 implied by Muggianu = {e123_M:.0f} J/mol")
for a in range(3):
    print(f"e_123 implied by Toop, special {a+1} = {e123_T[a]:.0f} J/mol")
off_centre = np.array([0.5, 0.3, 0.2])
print("Composition x =", ", ".join(f"{v:.1f}" for v in off_centre))
for m in MODELS:
    print(f"G {m} = {extrapolate(m, off_centre, binary):.2f} J/mol")
print(f"smallest/largest singular value = {singular[-1]/singular[0]:.4f}")
print("all tests passed")
```

It prints:

```
input 1-2: L0 = -18000, L1 = 9000 J/mol
input 1-3: L0 = -9000, L1 = 4500 J/mol
input 2-3: L0 = 5400, L1 = -2700 J/mol
S_1, S_2, S_3 = 13500, -11700, -1800 J/mol
Equiatomic point (Toop: special component 1)
Muggianu edge 1-2: X_1 = 0.5000, weight = 0.4444, G_edge = -4500.00 J/mol
Muggianu edge 1-3: X_1 = 0.5000, weight = 0.4444, G_edge = -2250.00 J/mol
Muggianu edge 2-3: X_2 = 0.5000, weight = 0.4444, G_edge = 1350.00 J/mol
Kohler edge 1-2: X_1 = 0.5000, weight = 0.4444, G_edge = -4500.00 J/mol
Kohler edge 1-3: X_1 = 0.5000, weight = 0.4444, G_edge = -2250.00 J/mol
Kohler edge 2-3: X_2 = 0.5000, weight = 0.4444, G_edge = 1350.00 J/mol
Toop edge 1-2: X_1 = 0.3333, weight = 0.5000, G_edge = -4666.67 J/mol
Toop edge 1-3: X_1 = 0.3333, weight = 0.5000, G_edge = -2333.33 J/mol
Toop edge 2-3: X_2 = 0.5000, weight = 0.4444, G_edge = 1350.00 J/mol
G Muggianu = -2400.00 J/mol = -24.874 meV/atom
G Kohler = -2400.00 J/mol
G Toop, special 1 = -2900.00 J/mol; minus Muggianu = -500.00 J/mol = -5.182 meV/atom
G Toop, special 2 = -1966.67 J/mol; minus Muggianu = 433.33 J/mol = 4.491 meV/atom
G Toop, special 3 = -2333.33 J/mol; minus Muggianu = 66.67 J/mol = 0.691 meV/atom
mean of the three Toop values = -2400.00 J/mol
partial excess energy 1: Muggianu -5100.00, Kohler -4350.00, difference 750.00 J/mol
partial excess energy 2: Muggianu -3100.00, Kohler -3750.00, difference -650.00 J/mol
partial excess energy 3: Muggianu 1000.00, Kohler 900.00, difference -100.00 J/mol
Components 2 and 3 identical (both as 2), equiatomic point
true binary energy at x_1 = 1/3: -4666.67 J/mol
Muggianu: -4000.00 J/mol
Kohler: -4000.00 J/mol
Toop: -4666.67 J/mol
Triplet energies e_ijk of the example
e_112 = -3000 J/mol
e_122 = -9000 J/mol
e_113 = -1500 J/mol
e_133 = -4500 J/mol
e_223 = 900 J/mol
e_233 = 2700 J/mol
e_123 implied by Muggianu = -3600 J/mol
e_123 implied by Toop, special 1 = -5850 J/mol
e_123 implied by Toop, special 2 = -1650 J/mol
e_123 implied by Toop, special 3 = -3300 J/mol
Composition x = 0.5, 0.3, 0.2
G Muggianu = -2887.20 J/mol
G Kohler = -2778.04 J/mol
G Toop = -3308.40 J/mol
smallest/largest singular value = 0.0480
all tests passed
```
